# Exciton energy in a hard sphere: the coefficients 1.786 and 0.248

## First derivation: a correlated trial function

Take an electron and a hole confined in a sphere of radius 2 nm, with parameters roughly like those of cadmium selenide. Confinement raises the pair energy by 932.0 meV above the band gap, and the mean Coulomb attraction lowers it by 135.4 meV. A numerical diagonalization of the same model, described in the second half, gives an energy 4.9 meV lower still. The familiar strong-confinement formula assigns this further lowering the value 0.248 effective Rydberg, here 3.8 meV. Most of the missing energy is accounted for, but not all of it. The main reason is that 0.248 is the result of a particular trial function; a smaller part comes from orders beyond the second. The second-order energy itself has a larger coefficient, which depends on the ratio of the masses.

### The model and its units

The electron has effective mass $m_e$ and the hole $m_h$. Both bands are parabolic and isotropic, the wall at radius $R$ is impenetrable, and one permittivity $\varepsilon=\varepsilon_r\varepsilon_0$ applies everywhere. Spin, exchange and the degeneracy of a real valence band are left out. With $r_{eh}$ the electron–hole distance, the Hamiltonian above the gap $E_g$ is

$$H=-\frac{\hbar^2}{2m_e}\nabla_e^2-\frac{\hbar^2}{2m_h}\nabla_h^2-\frac{e^2}{4\pi\varepsilon r_{eh}} .$$

The reduced mass, effective Bohr radius and effective Rydberg are

$$\mu=\frac{m_em_h}{m_e+m_h},\qquad a^*=\frac{4\pi\varepsilon\hbar^2}{\mu e^2},\qquad \mathrm{Ry}^*=\frac{\hbar^2}{2\mu a^{*2}}=\frac{e^2}{8\pi\varepsilon a^*}.$$

Measure lengths in $R$ and energies in $\hbar^2/(2\mu R^2)$. Let $\mathbf x$ and $\mathbf y$ be the scaled positions of electron and hole, $x$ and $y$ their distances from the centre, and $r=|\mathbf x-\mathbf y|$. Dividing $H$ by the energy unit gives

$$H=-a\nabla_e^2-b\nabla_h^2-\frac{\lambda}{r},\qquad a=\frac{\mu}{m_e},\quad b=\frac{\mu}{m_h},\quad a+b=1 .$$

The coupling is the Coulomb energy at distance $R$ divided by the energy unit:

$$\lambda=\frac{e^2}{4\pi\varepsilon R}\,\frac{2\mu R^2}{\hbar^2}=\frac{2R}{a^*}.$$

A small sphere therefore means weak coupling: kinetic energy grows as $1/R^2$, the attraction only as $1/R$. In the scaled unit, $\mathrm{Ry}^*$ equals $R^2/a^{*2}=\lambda^2/4$. A term of second order in $\lambda$ is thus a fixed number of effective Rydbergs, independent of $R$.

### The state without attraction

For $\lambda=0$ the two particles are independent. The lowest one-particle function that is finite at the centre and zero at the wall is $\sin(\pi x)/x$, with $-\nabla^2$ equal to $\pi^2$. The normalized pair state is

$$\psi_0=\frac{1}{2\pi}\frac{\sin\pi x}{x}\frac{\sin\pi y}{y},$$

and its energy is $(a+b)\pi^2=\pi^2$. Angle brackets $\langle\cdot\rangle$ will denote averages with weight $\psi_0^2$. In this state each radius has the probability density $P$ and the cumulative probability $F$:

$$P(x)=2\sin^2\pi x=1-\cos2\pi x,\qquad F(x)=\int_0^xP(t)\,dt=x-\frac{\sin2\pi x}{2\pi}.$$

The two directions are independent and uniform. Two averages are needed, $A_1=\langle1/r\rangle$ and $d=\langle r\rangle$.

### The mean inverse distance

Hold $x>y$ fixed and let $c$ be the cosine of the angle between $\mathbf x$ and $\mathbf y$. It is uniform on $[-1,1]$. From $r^2=x^2+y^2-2xyc$ follows $r\,dr=-xy\,dc$, so an average over angle becomes an integral over distance with weight $r/(2xy)$, from $x-y$ to $x+y$. Hence

$$\overline{\frac1r}=\frac1{2xy}\int_{x-y}^{x+y}dr=\frac1x .$$

This is the shell theorem: the inner particle feels a constant potential from a uniform outer shell. For either ordering the result is one over the larger radius.

Both radii lie below $x$ with probability $F(x)^2$, so the larger radius has density $2PF$. Therefore

$$A_1=2\int_0^1\frac{P F}{x}\,dx=2\int_0^1(1-\cos2\pi x)\left(1-\frac{\sin2\pi x}{2\pi x}\right)dx .$$

Four integrals arise. The constant gives 1, and the cosine alone integrates to zero over its full period. With $\mathrm{Si}(z)=\int_0^z(\sin t/t)\,dt$, the sine term gives $-\mathrm{Si}(2\pi)/(2\pi)$. In the product term, $\sin2\pi x\cos2\pi x=\frac12\sin4\pi x$ gives $+\mathrm{Si}(4\pi)/(4\pi)$. Restoring the factor 2,

$$A_1=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\frac{\mathrm{Si}(4\pi)}{2\pi}.$$

With $\mathrm{Si}(2\pi)=1.418152$ and $\mathrm{Si}(4\pi)=1.492161$ this is $A_1=1.786073$. It exceeds 1 because the larger radius is always below the wall radius.

### The mean distance

The same change of variable, again for $x>y$, gives

$$\overline r=\frac{1}{2xy}\int_{x-y}^{x+y}r^2dr=\frac{(x+y)^3-(x-y)^3}{6xy}=x+\frac{y^2}{3x},$$

since the difference of cubes is $6x^2y+2y^3$. Thus $d=\langle\max\rangle+\frac13\langle\min^2/\max\rangle$, where max and min refer to the two radii.

The mean of a variable on $[0,1]$ is the integral of the probability of exceeding $x$. For the larger radius this probability is $1-F^2$, so

$$\langle\max\rangle=1-\int_0^1\left(x^2-\frac{x\sin2\pi x}{\pi}+\frac{\sin^22\pi x}{4\pi^2}\right)dx .$$

Integration by parts gives $\int_0^1x\sin2\pi x\,dx=-1/(2\pi)$, and $\sin^2$ has mean $1/2$. The integral is $1/3+1/(2\pi^2)+1/(8\pi^2)$, whence

$$\langle\max\rangle=\frac23-\frac5{8\pi^2}.$$

For the other average, define

$$G(x)=\int_0^xy^2P(y)\,dy=\frac{x^3}{3}-\frac{x^2\sin2\pi x}{2\pi}-\frac{x\cos2\pi x}{2\pi^2}+\frac{\sin2\pi x}{4\pi^3},$$

obtained by integrating $y^2\cos2\pi y$ by parts twice. The two orderings contribute equally, so $\langle\min^2/\max\rangle=2J$ with $J=\int_0^1P\,G/x\,dx$. Insert $P=1-\cos2\pi x$. The part multiplied by 1 gives, term by term,

$$\frac19+\frac1{4\pi^2}+0+\frac{\mathrm{Si}(2\pi)}{4\pi^3}.$$

The part multiplied by $-\cos2\pi x$ gives

$$-\frac1{6\pi^2}-\frac1{16\pi^2}+\frac1{4\pi^2}-\frac{\mathrm{Si}(4\pi)}{8\pi^3}.$$

Here $\int_0^1x^2\cos2\pi x\,dx=1/(2\pi^2)$ gives the first term, $\int_0^1x\sin4\pi x\,dx=-1/(4\pi)$ the second, the mean of $\cos^2$ the third, and the double-angle formula the last. Adding the two parts,

$$J=\frac19+\frac{13}{48\pi^2}+\frac{\mathrm{Si}(2\pi)-\frac12\mathrm{Si}(4\pi)}{4\pi^3}.$$

Finally $d=\langle\max\rangle+\frac23J$. The rational terms are $\frac23+\frac2{27}=\frac{20}{27}$. The coefficients of $1/\pi^2$ are $-\frac58+\frac{13}{72}=-\frac49$. So

$$d=\frac{20}{27}-\frac4{9\pi^2}+\frac{\mathrm{Si}(2\pi)-\frac12\mathrm{Si}(4\pi)}{6\pi^3}=0.699322 .$$

### The kinetic cost of correlation

The attraction favours configurations with the particles close together. Multiply $\psi_0$ by a real factor $f(\mathbf x,\mathbf y)$ that expresses this. The product still vanishes at the wall, so integration by parts leaves no surface term. For the electron,

$$\int\psi_0f(-\nabla_e^2)(\psi_0f)=\int\left(\psi_0^2|\nabla_ef|^2+2\psi_0f\,\nabla_e\psi_0\cdot\nabla_ef+f^2|\nabla_e\psi_0|^2\right).$$

The last two terms are $\nabla_e\psi_0\cdot\nabla_e(\psi_0f^2)$. A second integration by parts turns them into $\int\psi_0f^2(-\nabla_e^2\psi_0)=\pi^2\int\psi_0^2f^2$. The hole gives the same expression with its own gradient. With $H_0$ the Hamiltonian at $\lambda=0$, weighting by $a$ and $b$ yields

$$\frac{\langle\psi_0f|H_0-\pi^2|\psi_0f\rangle}{\langle\psi_0f|\psi_0f\rangle}=\frac{\left\langle a|\nabla_ef|^2+b|\nabla_hf|^2\right\rangle}{\langle f^2\rangle}.$$

The extra kinetic energy depends only on how fast $f$ varies.

Now choose $f=e^{-\alpha r}$. The distance $r$ changes at unit rate when either particle moves along the line joining them, so $|\nabla_er|=|\nabla_hr|=1$ and both squared gradients equal $\alpha^2f^2$. Because $a+b=1$, the kinetic cost is exactly $\alpha^2$, for every mass ratio and every $\alpha$. The trial energy is

$$E(\alpha)=\pi^2+\alpha^2-\lambda\frac{\langle e^{-2\alpha r}/r\rangle}{\langle e^{-2\alpha r}\rangle}.$$

### Minimizing for a small sphere

At weak coupling the best $\alpha$ is of order $\lambda$. To first order in $\alpha$, the numerator is $A_1-2\alpha$ and the denominator is $1-2\alpha d$. Their ratio is $A_1-2\alpha+2\alpha A_1d$, so

$$E(\alpha)=\pi^2-\lambda A_1+\alpha^2-2\alpha\lambda(A_1d-1)+O(\lambda^3).$$

The bracket is positive: the Cauchy–Schwarz inequality gives $\langle r\rangle\langle1/r\rangle\ge1$, and the numbers above give $A_1d-1=0.24904$. It measures how much the distance fluctuates. If $r$ had a single fixed value, the factor $f$ would be constant and nothing could be gained.

Setting the derivative with respect to $\alpha$ to zero gives $\alpha=\lambda(A_1d-1)$. Substitution gives

$$E=\pi^2-\lambda A_1-\lambda^2(A_1d-1)^2+O(\lambda^3).$$

Since $\lambda^2=4\,\mathrm{Ry}^*$ in the scaled unit, the last term shown is $-C_K\,\mathrm{Ry}^*$ with

$$C_K=4(A_1d-1)^2=4(0.24904)^2=0.2481 .$$

In SI units the strong-confinement formula follows:

$$E\simeq E_g+\frac{\hbar^2\pi^2}{2\mu R^2}-1.786\,\frac{e^2}{4\pi\varepsilon R}-0.248\,\mathrm{Ry}^* .$$

The terms of the trial energy neglected here start at order $\lambda^3$ in a unit proportional to $1/R^2$, so they vanish in proportion to $R$. Measured against the true ground state, the formula can also miss part of the second-order energy, and that error does not shrink with $R$.

A trial energy cannot lie below the true ground-state energy. The first-order terms are fixed by $\psi_0$ alone and agree with the true ones. At sufficiently small $\lambda$ the second-order terms decide the comparison, so the true coefficient is at least $C_K$. The trial function establishes that bound without giving the true value.

The same function also has a sensible large-sphere limit. When the pair is much smaller than the sphere, $\psi_0^2$ hardly varies over the pair, and the relative distance has weight $r^2e^{-2\alpha r}$. Then the mean of $1/r$ is $\int re^{-2\alpha r}dr/\int r^2e^{-2\alpha r}dr=\alpha$. The interaction part of the energy becomes $\alpha^2-\lambda\alpha$, with minimum $-\lambda^2/4=-\mathrm{Ry}^*$ at $\alpha=\lambda/2$. This is the binding energy of the bulk exciton, and it is the leading term only. The slow variation of $\psi_0^2$ over the pair adds a term of order one that cancels two thirds of the $\pi^2$, so the trial energy tends to $\pi^2/3-\lambda^2/4$ for every mass ratio. The true confinement energy of the centre of mass is $ab\,\pi^2\le\pi^2/4$, which the trial function does not reproduce. Restoring lengths, the decay constant is $1/a^*$ there, against $2(A_1d-1)/a^*=0.498/a^*$ in the small sphere.

## Second derivation: a sum over states, and a comparison

The symbols carry over as follows. Lengths are in units of $R$ and energies in $\hbar^2/(2\mu R^2)$. The Hamiltonian is $H_0-\lambda/r$, where $H_0=-a\nabla_e^2-b\nabla_h^2$, $a=\mu/m_e$, $b=\mu/m_h$, $a+b=1$ and $\lambda=2R/a^*$. One $\mathrm{Ry}^*$ equals $\lambda^2/4$. The uncorrelated ground state $\psi_0$ has energy $\pi^2$, and each radius has density $P=2\sin^2\pi x$ with cumulative probability $F$. Averages in $\psi_0$ are $A_1=\langle1/r\rangle=1.786$ and $d=\langle r\rangle=0.6993$. A trial factor $f$ costs kinetic energy $\langle a|\nabla_ef|^2+b|\nabla_hf|^2\rangle/\langle f^2\rangle$. The choice $f=e^{-\alpha r}$ gave $C_K=4(A_1d-1)^2=0.248$.

### First order from the electric field

Perturbation theory gives the first-order energy $-\lambda A_1$. The coefficient can be found without the density of the larger radius. For any radius $m\le1$,

$$\frac1m=1+\int_m^1\frac{dx}{x^2}.$$

Let $m$ be the larger of the two radii and average. A given $x$ contributes when both particles lie inside it, which has probability $F^2$. Hence

$$A_1=1+\int_0^1\frac{F^2}{x^2}dx=1+\int_0^1\left(1-\frac{\sin2\pi x}{2\pi x}\right)^2dx .$$

The square contributes $1-\mathrm{Si}(2\pi)/\pi$ from its first two terms. The third is $\frac1{4\pi^2}\int_0^1\sin^2(2\pi x)/x^2\,dx$. Integrating by parts, with zero boundary terms, turns this integral into $2\pi\int_0^1\sin(4\pi x)/x\,dx=2\pi\,\mathrm{Si}(4\pi)$. The result is again

$$A_1=2-\frac{\mathrm{Si}(2\pi)}\pi+\frac{\mathrm{Si}(4\pi)}{2\pi}.$$

This route has a meaning in electrostatics. By Gauss's law $F/x^2$ is the field of one charge cloud, and the interaction energy is the overlap of the two fields. The 1 comes from the space outside the sphere and the 0.786 from inside. More than half of the bare attraction therefore belongs to a region where a real dot has a different permittivity.

### The same 0.248 from second-order theory

Let $|n\rangle$ be the excited eigenstates of $H_0$, with energies $E_n$. The ground state is not degenerate, so the second-order energy is $-\lambda^2\sum_n|V_n|^2/(E_n-\pi^2)$, with $V_n=\langle n|1/r|\psi_0\rangle$. Dividing by $\lambda^2/4$ defines the true coefficient

$$C_2=4\sum_{n\ne0}\frac{|V_n|^2}{E_n-\pi^2}.$$

It can be bounded without finding a single excited state. Put $D_n=\langle n|r|\psi_0\rangle$. Completeness gives

$$\sum_{n\ne0}D_n^*V_n=\left\langle r\cdot\frac1r\right\rangle-\langle r\rangle\left\langle\frac1r\right\rangle=1-A_1d .$$

The kinetic identity for $f=r$ gives a sum rule, because both gradients have unit length:

$$\sum_{n\ne0}(E_n-\pi^2)|D_n|^2=\langle r\psi_0|H_0-\pi^2|r\psi_0\rangle=a+b=1 .$$

Split each product $D_n^*V_n$ into $\sqrt{E_n-\pi^2}\,D_n^*$ and $V_n/\sqrt{E_n-\pi^2}$. The Cauchy–Schwarz inequality then reads

$$(A_1d-1)^2\le1\cdot\frac{C_2}4,\qquad\text{so}\qquad C_2\ge4(A_1d-1)^2=C_K .$$

This is the number 0.248 again, now obtained from a sum rule with no trial energy. Replacing the inequality by an equality would reproduce the formula of the first half.

Equality would require $(1/r-A_1)\psi_0$ to be a multiple of $(H_0-\pi^2)(r\psi_0)$. Since $\nabla^2r=2/r$ for either particle,

$$(H_0-\pi^2)(r\psi_0)=-\frac2r\psi_0-2\left(a\nabla_er\cdot\nabla_e\psi_0+b\nabla_hr\cdot\nabla_h\psi_0\right).$$

Matching the $1/r$ singularity fixes the multiple at $-\frac12$. The remaining bracket, divided by $\psi_0$, would then have to be the constant $-A_1$. It is not constant, since $\nabla\psi_0/\psi_0$ diverges at the wall. Hence $C_2>C_K$ strictly.

The calculation also locates one defect of the exponential. Where the particles meet, the $1/r$ attraction must be cancelled by kinetic energy. For the part of $f$ that depends on distance alone, this requires $-2f'/r=\lambda f/r$, or $f'/f=-\lambda/2$. The optimal exponential has slope $-0.249\lambda$, about half as steep. Its single parameter must serve both short and long distances. This is not the whole deficit. The best factor that depends on $r$ alone has the correct slope but reaches a second-order coefficient of only 0.267, for every mass ratio. The rest requires dependence on $x$ and $y$ separately.

### Computing the true coefficient

The one-particle radial functions for angular momentum $l$ are

$$u_{nl}(x)=\frac{\sqrt2\,x\,j_l(k_{nl}x)}{|j_{l+1}(k_{nl})|},$$

where $j_l$ is a spherical Bessel function and $k_{nl}$ its $n$th positive zero. The one-particle value of $-\nabla^2$ is $k_{nl}^2$. Both $\psi_0$ and $1/r$ are unchanged by a common rotation, so only pair states depending on $x$, $y$ and the angle $\gamma$ between the position vectors contribute. A complete normalized set is

$$\frac{u_{nl}(x)}x\,\frac{u_{n'l}(y)}y\,\frac{\sqrt{2l+1}}{4\pi}P_l(\cos\gamma),$$

where $P_l$ is a Legendre polynomial. The factor $\sqrt{2l+1}$ is needed because the angular mean of $P_l^2$ is $1/(2l+1)$.

Expand the interaction as

$$\frac1r=\sum_l\frac{\min(x,y)^l}{\max(x,y)^{l+1}}P_l(\cos\gamma).$$

Orthogonality selects one $l$, and the angular factor of the matrix element is $\sqrt{2l+1}/(2l+1)=1/\sqrt{2l+1}$. Define

$$M^l_{nn'}=\int_0^1\!\!\int_0^1u_{nl}(x)u_{10}(x)\frac{\min(x,y)^l}{\max(x,y)^{l+1}}u_{n'l}(y)u_{10}(y)\,dx\,dy .$$

The coefficient becomes

$$C_2=4\sum_{l,n,n'}\frac{(M^l_{nn'})^2/(2l+1)}{a(k_{nl}^2-\pi^2)+b(k_{n'l}^2-\pi^2)},$$

with the ground state $l=0$, $n=n'=1$ left out. The integrals were evaluated by Gauss quadrature for 24 radial functions at each $l\le12$. The contribution of higher $l$ was estimated by continuing the last term as $(l+\frac12)^{-4}$. The results are:

| $m_h/m_e$ | $C_2$ |
|---|---|
| 1 | 0.2785 |
| 3.462 | 0.3063 |
| 10 | 0.4021 |
| 100 | 1.7053 |

Thus $C_K$ recovers 89% of the second-order energy for equal masses, but only 62% at a mass ratio of 10.

### Why the masses matter

Each term of the sum has the form $1/(aA+bB)$ with $b=1-a$, which is a convex function of $a$. Exchanging $n$ and $n'$ exchanges $A$ and $B$, while $M^l_{nn'}$ is symmetric, so $C_2$ is unchanged when the masses are swapped. A convex function symmetric about $a=\frac12$ has its minimum there. Equal masses therefore give the smallest $C_2$ and the best case for $C_K$.

For a heavy hole the dangerous terms leave the electron in its ground state. They have $l=0$ and $n=1$, and their energy gap is $b\pi^2(n'^2-1)$. Their sum is

$$\frac{S}{b}=S\left(1+\frac{m_h}{m_e}\right),\qquad S=4\sum_{n'\ge2}\frac{(M^0_{1n'})^2}{\pi^2(n'^2-1)}=0.0144 .$$

All other terms require electron excitation and stay finite as $b\to0$. Hence $C_2$ grows linearly, with slope $S$ per unit mass ratio. Physically, the averaged electron cloud draws the hole toward the centre, and a heavier hole moves further because a given displacement costs it less kinetic energy.

This shows when the expansion fails although $R/a^*$ is small. The relevant coupling is $\lambda/b=2R/a_h$, where $a_h=4\pi\varepsilon\hbar^2/(m_he^2)$ is the Bohr radius formed with the hole mass. For these terms to remain small corrections, $(\lambda/b)|M^0_{1n'}|$ must be small compared with $\pi^2(n'^2-1)$. At fixed $R/a^*$ this is violated if the hole is made heavy enough.

### The example in numbers

The example takes $E_g=1.74$ eV, $m_e=0.13\,m_0$, $m_h=0.45\,m_0$, with $m_0$ the free-electron mass, $\varepsilon_r=9.5$ and $R=2.0$ nm. Then $\mu=0.1009\,m_0$, $a^*=4.984$ nm, $\mathrm{Ry}^*=15.21$ meV and $R/a^*=0.4013$. The terms are

$$\pi^2\,\mathrm{Ry}^*\left(\frac{a^*}R\right)^2=932.0\ \text{meV},\qquad2A_1\mathrm{Ry}^*\frac{a^*}R=135.4\ \text{meV}.$$

The second-order lowering is $0.2481\times15.21=3.8$ meV with $C_K$ and $0.3063\times15.21=4.7$ meV with $C_2$. The usual formula gives $1.740+0.932-0.135-0.004=2.533$ eV, a wavelength of about 490 nm.

For the diagonalization, $\psi_0$ was multiplied by combinations of $x^{2i}y^{2j}r^k$ with $i+j+k\le5$. The kinetic identity, used with two different factors, supplies the matrix elements, and the lowest eigenvalue follows without expansion in $\lambda$. It lies 1.2 meV below the formula with $C_K$ and 0.3 meV below that with $C_2$. This explains the opening discrepancy: 0.9 meV comes from using the bound instead of the true second-order coefficient, and 0.3 meV from higher orders.

At the same mass ratio, the energy beyond gap and confinement, in $\mathrm{Ry}^*$, is:

| $R/a^*$ | diagonalized | with $C_K$ | with $C_2$ |
|---|---|---|---|
| 0.5 | −7.474 | −7.392 | −7.451 |
| 1 | −3.927 | −3.820 | −3.878 |
| 2 | −2.195 | −2.034 | −2.092 |

The remaining error with $C_2$ is 0.023, 0.049 and 0.103. It slightly more than doubles each time $R$ doubles. A third-order term alone would give exactly a factor of two.

### Beside a real dot

The masses, gap and permittivity are rough values for cadmium selenide. A real dot of this size has its first absorption near 2.1 eV, very roughly, so the model is too high by several tenths of an electronvolt. The hard wall is a main suspect. For a finite barrier $V_b$ with free mass outside, match $\sin(kr)/r$ to $e^{-\kappa r}/r$, together with the derivative divided by the mass. With $z=kR$ this gives

$$z\cot z=1-\frac m{m_0}(\kappa R+1),\qquad\kappa=\frac{\sqrt{2m_0(V_b-E)}}\hbar,\qquad E=\frac{\hbar^2z^2}{2mR^2}.$$

For assumed barriers of 3 eV, numerical solution lowers the electron level by about 390 meV from its hard-wall value $E_0=723$ meV, and the hole level by 46 meV. Nonparabolicity is also large. The two-band estimate $E(1+E/E_g)=E_0$ lowers the hard-wall electron level by about 170 meV. These shifts are separate estimates and should not be added, since each changes the other.

The surroundings matter as well. Let the outside have relative permittivity $\varepsilon_o=2$. For a charge at scaled radius $s$, multipole $n$ of the potential at scaled radius $\rho$ is $s^n/(\varepsilon_r\rho^{n+1})+c_ns^n\rho^n$ between the charge and the surface, and proportional to $\rho^{-n-1}$ outside. Continuity of the potential and of the normal displacement gives

$$c_n=\frac{(n+1)(\varepsilon_r-\varepsilon_o)}{\varepsilon_r[n\varepsilon_r+(n+1)\varepsilon_o]}.$$

Each particle has self-energy $\frac12\sum_nc_ns^{2n}$ in units of $e^2/(4\pi\varepsilon_0R)$. The induced mutual energy averages to $-c_0$, because higher multipoles vanish over independent directions. This cancels the $n=0$ self-energies, leaving $\sum_{n\ge1}c_n\langle x^{2n}\rangle$, or +41 meV here.

Lowering $\varepsilon_r$ to 6.2, a rough high-frequency value, would change the first-order attraction from −135 to −207 meV. Thermal occupation is a lesser concern for the orbital levels of this model: $k_BT$ at 300 K is 26 meV, against 218 meV between the two lowest hole levels, $\hbar^2(k_{11}^2-\pi^2)/(2m_hR^2)$. Valence-band degeneracy and exchange remain unsized. In this example the choice between $C_K$ and $C_2$, worth 0.9 meV, is far smaller than the uncertainty of the model.

### What each derivation assumes

Both derivations use the same hard wall, parabolic masses and uniform permittivity, and both give the same first-order energy. They differ in their treatment of correlation.

The trial-function route assumes a form, $e^{-\alpha r}$, and lets the energy choose one parameter. Before expansion its energy is an upper bound at every radius. Its second-order coefficient is free of the mass ratio because $r$ has unit gradient for both particles and $a+b=1$. That independence belongs to the chosen form and is not a property of the exciton.

The state-sum route assumes no form for the correlation. It requires the attraction to be weak compared with the excitation energies, including those of the heavier particle alone. It gives the actual second-order coefficient, at the price of a numerical sum for each mass ratio. The energy cut off at second order is not an upper bound in general.

The sum rule joins the two. It keeps from all the excited states only their combined overlap with $r\psi_0$, which is the first-order change contained in the exponential. The value 0.248 is therefore a lower bound on the magnitude of the second-order energy in effective Rydbergs, and it is closest for equal masses.
